# Fixed pitch and continuous saturation of the cone in chiral magnets

Suppose a field sweep of a bulk chiral magnet is simulated in a periodic cell, whose length along the field has to be chosen. If the magnetic period changes with field, the cell must be re-optimized at every field value. If it does not, one length serves up to saturation. A similar decision arises when exchange constants are extracted from data: may a pitch taken at one field be combined with a saturation field taken at another? For the conical state of an isotropic bulk magnet the period is independent of field, and both procedures are justified under the conditions below.

## Model and result

Let $\mathbf m(\mathbf r)$ be the unit vector along the magnetization, $M_s$ the magnetization in A/m, and $\mathbf B=B\hat z$, $B\ge 0$, the internal field in tesla. The energy density is

$$w=A|\nabla\mathbf m|^2+D\,\mathbf m\cdot(\nabla\times\mathbf m)-M_sB\,m_z ,\qquad |\mathbf m|=1,$$

where $|\nabla\mathbf m|^2$ is the sum of the squares of all nine first derivatives and $A>0$. The model is classical and continuous, at zero temperature, without dipolar energy, anisotropy or surfaces. I take $D>0$; changing the sign of $D$ reverses the handedness and leaves all energies unchanged. Define

$$q_0=\frac{D}{2A},\qquad \kappa=\frac{D^2}{4A},\qquad B_D=\frac{2\kappa}{M_s}=\frac{D^2}{2AM_s}.$$

The result is that for $B<B_D$ the cone

$$\mathbf m=(\sin\theta\cos qz,\ \sin\theta\sin qz,\ \cos\theta),\qquad q=q_0,\quad \cos\theta=B/B_D,$$

has the lowest energy of any periodic texture, and for $B\ge B_D$ the uniform state along the field has. The factors belong to this normalization: if the exchange term is written $\tfrac12J|\nabla\mathbf m|^2$, then $J=2A$, $q_0=D/J$ and $B_D=D^2/(JM_s)$.

## First derivation: a lower bound that the cone reaches

Take any texture periodic in some cell and expand it as $\mathbf m=\sum_{\mathbf k}\mathbf m_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$. Averaging $|\mathbf m|^2=1$ over the cell gives

$$\sum_{\mathbf k}|\mathbf m_{\mathbf k}|^2=1. \tag{1}$$

A derivative multiplies a Fourier component by $i\mathbf k$, so the average energy density is

$$\bar w=\sum_{\mathbf k}\left[Ak^2|\mathbf m_{\mathbf k}|^2+D\,\mathbf m_{\mathbf k}^*\cdot(i\mathbf k\times\mathbf m_{\mathbf k})\right]-M_s\mathbf B\cdot\mathbf m_0 .$$

The operation $\mathbf a\mapsto i\mathbf k\times\mathbf a$ is Hermitian. It gives zero for $\mathbf a\parallel\mathbf k$. For $\mathbf k=k\hat z$ and $s=\pm1$,

$$ik\hat z\times(\hat x+is\hat y)=ik(\hat y-is\hat x)=sk(\hat x+is\hat y),$$

where the last step uses $s^2=1$. Its eigenvalues are therefore $0,+k,-k$, and the chiral term is at least $-Dk|\mathbf m_{\mathbf k}|^2$. Completing the square,

$$Ak^2-Dk=A(k-q_0)^2-\kappa\ \ge\ -\kappa .$$

Apply this to every $\mathbf k\ne0$. Let $M=|\mathbf m_0|$, which lies between 0 and 1. By (1), the components with $\mathbf k\ne0$ have total weight $1-M^2$. The Zeeman term is at least $-M_sBM$. Hence

$$\bar w\ \ge\ f(M)=-\kappa(1-M^2)-M_sBM. \tag{2}$$

The derivative is $f'(M)=2\kappa M-M_sB$ and $f''=2\kappa>0$. For $B<B_D$ the minimum is at $M=M_sB/(2\kappa)=B/B_D$. Substituting $M_sB=2\kappa M$ there gives

$$f_{\min}=-\kappa+\kappa M^2-2\kappa M^2=-\kappa\left(1+\frac{B^2}{B_D^2}\right). \tag{3}$$

For $B\ge B_D$, $f'$ is negative for all $M<1$, so the minimum is at $M=1$, with $f=-M_sB$.

Next, the bound is reached. For the cone,

$$\partial_z\mathbf m=q\sin\theta\,(-\sin qz,\cos qz,0),\qquad |\nabla\mathbf m|^2=q^2\sin^2\theta,$$

$$\nabla\times\mathbf m=(-\partial_zm_y,\ \partial_zm_x,\ 0)=-q\sin\theta\,(\cos qz,\sin qz,0),$$

so $\mathbf m\cdot(\nabla\times\mathbf m)=-q\sin^2\theta$ and

$$w=(Aq^2-Dq)\sin^2\theta-M_sB\cos\theta. \tag{4}$$

At $q=q_0$ the bracket equals $-\kappa$. With $\cos\theta=M$, (4) becomes $f(M)$. The cone with $\cos\theta=B/B_D$ thus reaches (3), and no periodic texture in any cell lies lower.

Equation (4) also shows why the pitch is fixed. The opening angle enters the $q$-dependent energy as a common factor $\sin^2\theta$. The field changes this factor, which weights exchange and chiral energy equally, so their balance stays at the same $q$.

**What equality requires.** For $0<B<B_D$ a state that reaches the bound must have $\mathbf m_0=(B/B_D)\hat z$, and its other components must have $|\mathbf k|=q_0$ and the favourable handedness. Suppose there is a single axis $\hat n$, with $\hat e_1,\hat e_2$ perpendicular to it:

$$\mathbf m=M\hat z+a(\hat e_1\cos\phi+\hat e_2\sin\phi),\qquad \phi=q_0\hat n\cdot\mathbf r .$$

Its squared length is $M^2+a^2+2aM(\hat z\cdot\hat e_1\cos\phi+\hat z\cdot\hat e_2\sin\phi)$. This is constant only if both scalar products vanish, so the axis lies along the field. At $B=0$, $M=0$ and the axis is free. The argument does not exclude a texture with several wavevectors that ties with the cone below $B_D$. For $B\ge B_D$, equality forces $M=1$, and (1) then leaves the uniform state alone.

**Nature of the saturation.** The lowest energy is $-\kappa-M_s^2B^2/(4\kappa)$ below $B_D$ and $-M_sB$ above. At $B_D$ both equal $-2\kappa$. Their first derivatives, $-M_s^2B/(2\kappa)=-M_sB/B_D$ and $-M_s$, also agree there. The second derivative jumps from $-M_s/B_D$ to zero. The magnetization therefore rises linearly from zero field, reaches $M_s$ without a jump, and has a kink. Close to saturation $\cos\theta\approx1-\theta^2/2$ gives $\theta\approx\sqrt{2(1-B/B_D)}$. The angle closes steeply: at $0.99B_D$ it is still $8.1^\circ$.

## Second derivation: softening from above, then torque balance

Now start in the saturated state and lower the field. Let $\mathbf u=(u_x,u_y,0)$ be a small transverse deviation, so $m_z\approx1-u^2/2$. To second order the exchange energy is $A|\nabla\mathbf u|^2$, because the gradient of $u^2/2$ contributes at fourth order. The Zeeman energy is $-M_sB+M_sBu^2/2$.

For the chiral term write $\mathbf m=\mathbf u+m_z\hat z$ and use $\nabla\times(m_z\hat z)=\nabla m_z\times\hat z$:

$$\mathbf m\cdot(\nabla\times\mathbf m)=\mathbf u\cdot(\nabla\times\mathbf u)+\mathbf u\cdot(\nabla m_z\times\hat z)+m_z\hat z\cdot(\nabla\times\mathbf u).$$

The second term is of third order. To second order the third is $\partial_xu_y-\partial_yu_x$, whose average vanishes by periodicity. The first is $u_y\partial_zu_x-u_x\partial_zu_y=-\mathrm{Im}(\psi^*\partial_z\psi)$, with $\psi=u_x+iu_y$. Expanding $\psi=\sum_{\mathbf k}\psi_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ gives

$$\bar w=-M_sB+\sum_{\mathbf k}\left(Ak^2-Dk_z+\tfrac12M_sB\right)|\psi_{\mathbf k}|^2 .$$

Completing the square in $k_z$ and using $\kappa=M_sB_D/2$, the coefficient is

$$A\left[k_x^2+k_y^2+(k_z-q_0)^2\right]+\tfrac12M_s(B-B_D). \tag{5}$$

All waves cost energy for $B>B_D$. The first to become free is the circular wave with $\mathbf k=q_0\hat z$, at $B=B_D$. The new state thus appears with finite wavevector and vanishing amplitude.

The test of (5) differentiated the full energy numerically on a set of wavevectors that included oblique ones. The second derivative is twice the coefficient, so its lowest value should be $2\kappa(B/B_D-1)$. At $B/B_D=0.8$, 1.0 and 1.3 it was $-0.4000\kappa$, $0.0000\kappa$ and $0.6000\kappa$, each time at $k=q_0$.

Equation (5) says nothing about finite amplitude. For that, vary the energy. Integration by parts gives $\delta\!\int|\nabla\mathbf m|^2=-2\!\int\nabla^2\mathbf m\cdot\delta\mathbf m$ and $\delta\!\int\mathbf m\cdot(\nabla\times\mathbf m)=2\!\int(\nabla\times\mathbf m)\cdot\delta\mathbf m$. Since $\delta\mathbf m\perp\mathbf m$, equilibrium requires

$$\mathbf m\times\mathbf h=0,\qquad \mathbf h=2A\nabla^2\mathbf m-2D\,\nabla\times\mathbf m+M_sB\hat z .$$

Split a cone of arbitrary $q$ into $\mathbf m=\mathbf m_\perp+c\hat z$, with $c=\cos\theta$. Then $\nabla^2\mathbf m=-q^2\mathbf m_\perp$ and $\nabla\times\mathbf m=-q\mathbf m_\perp$, so

$$\mathbf h=2\lambda\,\mathbf m_\perp+M_sB\hat z,\qquad \lambda(q)=Dq-Aq^2 .$$

For $\mathbf m_\perp\neq0$ this is parallel to $\mathbf m$ if $M_sB=2\lambda c$, that is

$$c=\frac{M_sB}{2\lambda(q)} . \tag{6}$$

Torque balance alone therefore allows a range of wavevectors. In a bulk sample, where nothing holds the period, the energy selects one. Inserting (6) in $w=-\lambda(1-c^2)-M_sBc$ gives

$$w(q)=-\lambda-\frac{(M_sB)^2}{4\lambda},\qquad \frac{dw}{dq}=-\left[1-\frac{(M_sB)^2}{4\lambda^2}\right]\lambda'(q)=-\sin^2\theta\,(D-2Aq).$$

For an open cone this vanishes at $q=D/(2A)$, whatever the field. It is negative for smaller $q$ and positive for larger, so the point is a minimum. There $\lambda=\kappa$, and (6) becomes $\cos\theta=B/B_D$. The branch closes at the field where (5) softens.

**A mistuned cell.** Suppose the cell forces $q=q_0(1+\epsilon)$. Then $\lambda=\kappa(1-\epsilon^2)$, and by (6) this cone closes at

$$B_{\rm close}=B_D(1-\epsilon^2).$$

A ten per cent error in the wavevector lowers the closing field by one per cent. Conversely, at a given field $0<B<B_D$, (6) has open cones magnetized along the field only for $|q-q_0|<q_0\sqrt{1-B/B_D}$. This window shrinks to zero at saturation, so a mistuned cone is lost before $B_D$ is reached.

## What each derivation assumes

Both use the same energy, fixed length of $\mathbf m$ and isotropy. They differ in what they establish.

The first assumes periodicity in some cell and no particular shape of texture. It compares the cone with all competitors, so it excludes a jump to an unrelated state of lower energy. It depends on the energy being isotropic and, apart from the Zeeman term, quadratic in $\mathbf m$. A quartic anisotropy breaks the step from (1) to (2). An easy-axis term $-K_um_z^2$ along the field is quadratic, but with it the cone need not be the lowest state: at $K_u=0.05\kappa$ and $B=0.4B_D$ the skyrmion lattice described below lies about $0.006\kappa$ under the cone.

The second assumes that the state below $B_D$ is a circular wave about the field. It cannot exclude a distant state of lower energy. In return it shows how the uniform state fails, treats periods imposed from outside, and can be repeated when weak extra terms are added.

## Numbers, and two competitors

Take $A=9.0$ pJ/m, $D=1.60$ mJ/m² and $M_s=380$ kA/m. Then

$$q_0=\frac{1.60\times10^{-3}}{2(9.0\times10^{-12})}=8.889\times10^{7}\ \mathrm{m^{-1}}=0.08889\ \mathrm{nm^{-1}},$$

so the pitch $2\pi/q_0$ is 70.7 nm. Further,

$$\kappa=\frac{(1.60\times10^{-3})^2}{4(9.0\times10^{-12})}=71.1\ \mathrm{kJ/m^3},\qquad B_D=\frac{2(71.1\times10^3)}{3.80\times10^5}=0.374\ \mathrm T .$$

At 0.2 T, $\cos\theta=0.2/0.3743=0.534$ and $\theta=57.7^\circ$. Equation (3) gives $w=-71.11(1+0.534^2)=-91.4$ kJ/m³. At 0.1 T and 0.3 T the angles are $74.5^\circ$ and $36.7^\circ$. Direct minimization over $q$ and $\theta$ returned the same wavevector at all three fields.

As a test of the bound, four random three-dimensional textures were relaxed at 0.2 T in a cubic cell one pitch wide. None fell below the cone. The lowest matched its energy to the four decimals printed, and the highest stopped $0.193\kappa$ above. Whether that one is a metastable state or an unfinished relaxation was not determined.

**Helix across the field.** Let the wavevector lie along $x$, perpendicular to the field, with $\mathbf m=(0,-\sin\varphi,\cos\varphi)$ and $\varphi=\varphi(x)$. Then $w=A\varphi'^2-D\varphi'-M_sB\cos\varphi$. Compressing the texture by a factor $s$ changes the first two averages to $As^2\langle\varphi'^2\rangle-Ds\langle\varphi'\rangle$ and leaves the third unchanged. Stationarity at $s=1$ gives $2A\langle\varphi'^2\rangle=D\langle\varphi'\rangle$. Since $\langle\varphi'^2\rangle\ge\langle\varphi'\rangle^2$, it follows that

$$\langle\varphi'\rangle\le\frac{D}{2A},$$

with equality only for uniform rotation. Torque balance, $2A\varphi''=M_sB\sin\varphi$, forbids uniform rotation when $B>0$, so this helix stretches. At 0.2 T its wavevector is $0.782q_0$, a period of about 90 nm, and it lies 8.9 kJ/m³ above the cone. A fixed cell length is therefore wrong for this state.

**Skyrmion lattice.** A hexagonal lattice, uniform along the field and with its spacing free to relax, lies 1.25 kJ/m³ above the cone at 0.2 T, with a spacing of 84.7 nm. This is $0.018\kappa$, a small margin. By (2), no field makes the lattice lower than the lowest state found here, so placing it below that state requires something this model omits.

## Real samples and the neglected terms

The parameters are illustrative, with $D/A$ chosen to give a pitch like that of cubic FeGe. They are not a fit to that material: $A$ and $D$ separately, and with them the saturation field and the magnon loss below, may differ considerably from its values. The 70.7 nm pitch is close to the rough 70 nm known for that material; this checks the chosen ratio $D/A$, not the theory.

Of the neglected effects sized here, dipolar fields change the saturation field most, except in a long needle along the field (demagnetizing factor below about 0.02), where their shift becomes negligible. In the cone $m_z$ is constant and the other components depend on $z$ alone, so $\nabla\cdot\mathbf m=0$ and there are no volume charges. The mean magnetization still produces a demagnetizing field. For an ellipsoid with demagnetizing factor $N$ along the field, much larger than the pitch, add $\tfrac12N\mu_0M_s^2c^2$ and let $B_a$ be the applied field. Minimizing over $c$,

$$2\kappa c+N\mu_0M_s^2c-M_sB_a=0,\qquad c=\frac{B_a}{B_D+N\mu_0M_s}.$$

Within this estimate the pitch is unchanged and saturation stays continuous. Its applied field moves from 0.374 T to 0.533 T for a sphere ($N=1/3$) and 0.852 T for a plate normal to the field ($N=1$), since $\mu_0M_s=0.478$ T. This bears on the extraction of constants. From $B_D=2Aq_0^2/M_s$ follows $A=M_sB_D/(2q_0^2)$; using the plate's applied field uncorrected would make $A$ too large by a factor $0.852/0.374=2.3$.

For a sphere or a plate the other effects sized here are smaller:

- **Cubic anisotropy** $K(m_x^4+m_y^4+m_z^4)$, with the field along a cube axis. Averaged over an undistorted cone it is $K[c^4+\tfrac34(1-c^2)^2]$, with slope $4K$ at $c=1$. The saturation field rises by $4K/M_s$, which is 0.011 T for $K=1$ kJ/m³, a value assumed for scale.
- **Atomic discreteness.** For a chain of spacing $a$ with energy density $(2A/a^2)(1-\cos qa)-(D/a)\sin qa$, the minimum is at $\tan qa=q_0a$. With $a=0.47$ nm the wavevector falls by 0.06 per cent.
- **Thermal magnons.** A wave reduces the moment density by $M_s|\psi|^2/2$, and one magnon reduces the moment by $g\mu_B$. By (5), a magnon at $B_D$ costs $\mathcal D|\mathbf k-q_0\hat z|^2$, with $\mathcal D=2g\mu_BA/M_s=5.5$ meV nm² for $g=2$. The Bose sum gives the density $\zeta(3/2)(k_BT/4\pi\mathcal D)^{3/2}$, a 0.6 per cent loss of magnetization at 100 K. The loss scales as $A^{-3/2}$, so a smaller stiffness raises it quickly. This harmonic estimate omits the dipolar term in the spectrum, which lowers the loss from 0.56 to 0.54 per cent. It also ignores magnon interactions and should not be used near the ordering temperature.

For a field sweep along the cone axis in bulk, one cell holding a whole number of pitches $4\pi A/D$ is thus adequate while anisotropy is weak enough that the cone remains the lowest state (the skyrmion lattice comes within about 1.0 kJ/m³ of it near 0.15 T) and the cone axis stays along the field. The second condition can fail at low field. For $K>0$ an undistorted helix at zero field has average anisotropy energy $K/2$ with its axis along a body diagonal, but $3K/4$ along a cube axis. With the field along a cube axis, the cone axis therefore tilts away from it at low field (below about 0.05 T for $K=1$ kJ/m³), and the period measured along the field becomes longer. Thin films, whose surfaces are absent from this model, need their own calculation. The remaining values are in the numerical output.

## Computed results

```
Exchange stiffness A = 9.0 pJ/m
Chiral exchange D = 1.60 mJ/m^2
Magnetization Ms = 380 kA/m
Wavevector D/(2A) = 0.08889 1/nm
Pitch 4 pi A/D = 70.69 nm
Energy scale kappa = 71.11 kJ/m^3
Saturation field B_D = 0.3743 T
B = 0.1 T: q = 0.08889 1/nm, cos = 0.2672, angle = 74.50 deg, w = -76.19 kJ/m^3
B = 0.2 T: q = 0.08889 1/nm, cos = 0.5344, angle = 57.70 deg, w = -91.42 kJ/m^3
B = 0.3 T: q = 0.08889 1/nm, cos = 0.8016, angle = 36.72 deg, w = -116.80 kJ/m^3
Cone angle at 0.99 B_D = 8.11 deg
Free relaxation, B/B_D = 0.2: q/q0 = 1.00000, <m_z> = 0.20000
Free relaxation, B/B_D = 0.5: q/q0 = 1.00000, <m_z> = 0.50000
Free relaxation, B/B_D = 0.9: q/q0 = 1.00000, <m_z> = 0.90000
Free relaxation, B/B_D = 1.1: <m_z> = 1.00000
Reduced example field B/B_D = 0.5344
3D random starts: lowest, highest excess over cone = 0.0000, 0.1928 kappa
Transverse helix at 0.2 T: q/q0 = 0.7820
Transverse helix above cone by 0.1245 kappa = 8.85 kJ/m^3
Skyrmion lattice: winding number per two-skyrmion cell = -2.000
Skyrmion lattice spacing = 84.7 nm
Skyrmion lattice above cone by 0.0176 kappa = 1.25 kJ/m^3
Uniform state, B/B_D = 0.8: softest stiffness = -0.4000 kappa, k/q0 = 1.00
Uniform state, B/B_D = 1.0: softest stiffness = 0.0000 kappa, k/q0 = 1.00
Uniform state, B/B_D = 1.3: softest stiffness = 0.6000 kappa, k/q0 = 1.00
mu0 Ms = 0.4775 T
Applied saturation field, sphere = 0.5334 T
Applied saturation field, plate, field normal = 0.8518 T
Assumed cubic anisotropy K = 1.0 kJ/m^3
Anisotropy shift of saturation field = 0.0105 T
Cell length used = 0.47 nm
Discreteness change of wavevector = -0.058 percent
Magnon stiffness = 5.484 meV nm^2
Magnon loss of magnetization at 100 K = 0.56 percent
```
